# The Cowley–Sze Barrier and Its Pinning Factor: a program that tests the result

```python
"""Cowley-Sze barrier of a metal / thin layer / n-type semiconductor contact.

Result under test, with depletion charge neglected:
    phi_B = S (phi_m - chi) + (1 - S)(E_g - phi_0),
    S = 1 / (1 + e^2 D delta / eps_i),
and its closed-form extension with depletion charge included.
phi_B: barrier E_c - E_F at the interface; phi_m: metal work function;
chi: electron affinity; E_g: gap; phi_0: neutrality level above the valence
edge; D: interface states per area and energy; delta, eps_i: thickness and
permittivity of the layer; eps_s: semiconductor permittivity; N: donors.
Energies are in eV, all other quantities in SI units inside the program.
The reference is a finite-difference solution of the nonlinear Poisson
equation with Fermi-filled interface states.
"""
import numpy as np
from scipy.constants import e, k, epsilon_0
from scipy.linalg import solve_banded
from scipy.special import expit

chi, E_g, phi_0 = 4.0, 1.2, 0.4
delta_ref, eps_i, eps_s = 0.5e-9, 2 * epsilon_0, 12 * epsilon_0
D_ref, N_ref = 5e17, 1e23           # 1/(eV m^2), 1/m^3
N_c = N_v = 2.5e25                  # effective band densities, 1/m^3
T = 300.0
kT = k * T / e                      # eV


def bulk_level(N):
    """E_c - E_F in the neutral bulk, eV."""
    return kT * np.log(N_c / N)


def pinning(D, delta=delta_ref):
    return 1 / (1 + e * D * delta / eps_i)


def linear_barrier(phi_m, D, delta=delta_ref):
    S = pinning(D, delta)
    return S * (phi_m - chi) + (1 - S) * (E_g - phi_0)


def closed_form(phi_m, D, delta=delta_ref, N=N_ref):
    """Barrier (eV), depletion charge (C/m^2), width (m), slope."""
    root_coeff = np.sqrt(2 * e * eps_s * N)
    b = pinning(D, delta) * delta / eps_i * root_coeff
    u0 = linear_barrier(phi_m, D, delta) - bulk_level(N) - kT
    assert u0 > 0
    root_u = -b / 2 + np.sqrt(b**2 / 4 + u0)
    charge = root_coeff * root_u
    width = charge / (e * N)
    slope = 1 / (1 + delta / eps_i * (e * D + eps_s / width))
    return root_u**2 + bulk_level(N) + kT, charge, width, slope


# Midpoint energy grid across the gap, measured from the valence edge
dE = 0.0005
gap_energy = (np.arange(round(E_g / dE)) + 0.5) * dE
donor_like = gap_energy < phi_0


def state_charge(barrier, D):
    """Interface charge and its derivative from explicit Fermi filling."""
    f = expit((E_g - barrier - gap_energy) / kT)
    charge = e * D * dE * np.sum(np.where(donor_like, 1 - f, -f))
    derivative = e * D * dE * np.sum(f * (1 - f)) / kT
    return charge, derivative


def poisson(phi_m, D, delta=delta_ref, N=N_ref):
    """Barrier (eV), space charge and interface charge (C/m^2)."""
    length, n = 400e-9, 2000
    h = length / n
    x = np.arange(n) * h
    xi = bulk_level(N)
    guess = 0.6
    w = np.sqrt(2 * eps_s * guess / (e * N))
    y = guess * np.clip(1 - x / w, 0, None)**2   # upward band bending, eV
    cell = np.full(n, h)
    cell[0] = h / 2
    for _ in range(300):
        electrons = N * np.exp(-y / kT)
        holes = N_v * np.exp(-(E_g - xi - y) / kT)
        rho = e * (N - electrons + holes)
        drho = e * (electrons + holes) / kT
        q_ss, dq_ss = state_charge(xi + y[0], D)
        right = np.append(y[1:], 0.0)
        res = eps_s * (right - y) / h - rho * cell
        res[1:] -= eps_s * (y[1:] - y[:-1]) / h
        # Gauss's law at the sheet of interface states
        res[0] -= q_ss + eps_i * (xi + y[0] + chi - phi_m) / delta
        band = np.zeros((3, n))
        band[0, 1:] = eps_s / h
        band[2, :-1] = eps_s / h
        band[1] = -2 * eps_s / h - drho * cell
        band[1, 0] += eps_s / h - dq_ss - eps_i / delta
        step = solve_banded((1, 1), band, -res)
        largest = np.max(np.abs(step))
        y = y + step * min(1.0, 0.1 / largest) if largest > 0 else y
        if largest < 1e-7:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    holes = N_v * np.exp(-(E_g - xi - y) / kT)
    rho = e * (N - N * np.exp(-y / kT) + holes)
    return xi + y[0], np.sum(rho * cell), state_charge(xi + y[0], D)[0]


def numeric_slope(D, delta=delta_ref, N=N_ref, centre=4.8, step=0.05):
    high = poisson(centre + step, D, delta, N)[0]
    low = poisson(centre - step, D, delta, N)[0]
    return (high - low) / (2 * step)


print(f"affinity {chi:.1f} eV, gap {E_g:.1f} eV, phi_0 {phi_0:.1f} eV")
print(f"layer thickness {delta_ref*1e9:.2f} nm")
print(f"relative permittivities: layer {eps_i/epsilon_0:.0f}, "
      f"semiconductor {eps_s/epsilon_0:.0f}")
print(f"D = {D_ref*1e-4:.2e} 1/(eV cm^2), N = {N_ref*1e-6:.1e} 1/cm^3")
print(f"N_c = N_v = {N_c*1e-6:.2e} 1/cm^3, T = {T:.0f} K")
print(f"kT = {kT:.5f} eV, bulk E_c-E_F = {bulk_level(N_ref):.4f} eV")
print(f"e^2 D delta/eps_i = {e*D_ref*delta_ref/eps_i:.4f}")
print(f"pinning factor S = {pinning(D_ref):.4f}")
print(f"D giving S = 1/2: {eps_i/(e*delta_ref)*1e-4:.3e} 1/(eV cm^2)")
print(f"neutrality barrier E_g-phi_0 = {E_g-phi_0:.3f} eV")
print(f"crossing work function = {chi+E_g-phi_0:.3f} eV")

print("barriers in eV: phi_m, no depletion charge, closed form, Poisson")
metals = np.array([4.4, 4.6, 4.8, 5.0, 5.2])
barriers = []
for phi_m in metals:
    formula = closed_form(phi_m, D_ref)[0]
    reference = poisson(phi_m, D_ref)[0]
    assert abs(formula - reference) < 2e-4
    barriers.append(reference)
    print(f"  {phi_m:.1f}  {linear_barrier(phi_m, D_ref):.4f}  "
          f"{formula:.4f}  {reference:.4f}")

# Charges and potential drop for one metal
phi_m = 5.0
formula, q_formula, width, _ = closed_form(phi_m, D_ref)
reference, q_sc, q_ss = poisson(phi_m, D_ref)
drop = phi_m - chi - reference
assert abs(q_sc / q_formula - 1) < 2e-3
assert abs(q_ss - e * D_ref * (formula - E_g + phi_0)) < 2e-5
assert abs(drop - delta_ref * (q_ss + q_sc) / eps_i) < 1e-5
print(f"at phi_m = {phi_m:.1f} eV, from Poisson:")
print(f"  interface-state charge {q_ss*1e3:.3f} mC/m^2")
print(f"  depletion charge {q_sc*1e3:.3f} mC/m^2 "
      f"(formula {q_formula*1e3:.3f})")
print(f"  metal charge {-(q_ss+q_sc)*1e3:.3f} mC/m^2")
print(f"  energy drop across layer {drop:.4f} eV")
print(f"  field in layer {drop/delta_ref*1e-9:.3f} V/nm")
print(f"  depletion width (formula) {width*1e9:.1f} nm")

# Sweep over state density, including both limits
print("sweep: D in 1/(eV cm^2), S, slope formula, slope Poisson,")
print("  last column: Poisson barrier at phi_m = 5.0 eV, in eV")
for D in (0.0, 1e16, 1e17, 5e17, 1e19):
    slope_formula = closed_form(4.8, D)[3]
    slope = numeric_slope(D)
    reference = poisson(5.0, D)[0]
    assert abs(slope - slope_formula) < 2e-4
    assert abs(reference - closed_form(5.0, D)[0]) < 2e-4
    print(f"  {D*1e-4:.1e}  {pinning(D):.4f}  {slope_formula:.4f}  "
          f"{slope:.4f}  {reference:.4f}")

# Heavier doping makes the depletion correction larger
N_high = 1e24
heavy_formula = closed_form(5.0, D_ref, N=N_high)[0]
heavy = poisson(5.0, D_ref, N=N_high)[0]
assert abs(heavy - heavy_formula) < 3e-4
assert heavy < poisson(5.0, D_ref)[0] - 0.01
print(f"N = {N_high*1e-6:.1e} 1/cm^3, phi_m = 5.0 eV: closed form "
      f"{heavy_formula:.4f} eV, Poisson {heavy:.4f} eV")

# The slope responds to the product of state density and thickness
slope_ref = numeric_slope(D_ref)
slope_same = numeric_slope(2 * D_ref, delta_ref / 2)
slope_double = numeric_slope(2 * D_ref)
assert abs(slope_same - slope_ref) < 0.005
assert slope_ref - slope_double > 0.1
print(f"Poisson slopes: (D, delta) {slope_ref:.4f}, "
      f"(2D, delta/2) {slope_same:.4f}")
print(f"  (2D, delta) {slope_double:.4f}")

# Straight-line analysis of the Poisson barriers
fit_slope, fit_intercept = np.polyfit(metals, barriers, 1)
D_fit = (1 / fit_slope - 1) * eps_i / (e * delta_ref)
phi_0_fit = E_g - (fit_intercept + fit_slope * chi) / (1 - fit_slope)
D_depletion = eps_s / (e * closed_form(4.8, D_ref)[2])
assert abs((D_fit - D_ref) / D_depletion - 1) < 0.1
assert 0 < phi_0_fit - phi_0 < 0.05
print(f"line fit: slope {fit_slope:.4f}, intercept {fit_intercept:.4f} eV")
print(f"  inferred D = {D_fit*1e-4:.4e} 1/(eV cm^2)")
print(f"  excess over true D = {(D_fit-D_ref)*1e-4:.3e} 1/(eV cm^2)")
print(f"  eps_s/(e^2 W) at 4.8 eV = {D_depletion*1e-4:.3e} 1/(eV cm^2)")
print(f"  inferred phi_0 = {phi_0_fit:.4f} eV")
print("all tests passed")
```

Running it gives:

```
affinity 4.0 eV, gap 1.2 eV, phi_0 0.4 eV
layer thickness 0.50 nm
relative permittivities: layer 2, semiconductor 12
D = 5.00e+13 1/(eV cm^2), N = 1.0e+17 1/cm^3
N_c = N_v = 2.50e+19 1/cm^3, T = 300 K
kT = 0.02585 eV, bulk E_c-E_F = 0.1427 eV
e^2 D delta/eps_i = 2.2619
pinning factor S = 0.3066
D giving S = 1/2: 2.211e+13 1/(eV cm^2)
neutrality barrier E_g-phi_0 = 0.800 eV
crossing work function = 4.800 eV
barriers in eV: phi_m, no depletion charge, closed form, Poisson
  4.4  0.6774  0.6661  0.6661
  4.6  0.7387  0.7268  0.7268
  4.8  0.8000  0.7874  0.7874
  5.0  0.8613  0.8481  0.8481
  5.2  0.9226  0.9089  0.9089
at phi_m = 5.0 eV, from Poisson:
  interface-state charge 3.857 mC/m^2
  depletion charge 1.521 mC/m^2 (formula 1.521)
  metal charge -5.378 mC/m^2
  energy drop across layer 0.1519 eV
  field in layer 0.304 V/nm
  depletion width (formula) 94.9 nm
sweep: D in 1/(eV cm^2), S, slope formula, slope Poisson,
  last column: Poisson barrier at phi_m = 5.0 eV, in eV
  0.0e+00  1.0000  0.9672  0.9672  0.9538
  1.0e+12  0.9567  0.9267  0.9267  0.9473
  1.0e+13  0.6885  0.6730  0.6730  0.9069
  5.0e+13  0.3066  0.3035  0.3035  0.8481
  1.0e+15  0.0216  0.0216  0.0216  0.8034
N = 1.0e+18 1/cm^3, phi_m = 5.0 eV: closed form 0.8188 eV, Poisson 0.8188 eV
Poisson slopes: (D, delta) 0.3035, (2D, delta/2) 0.3050
  (2D, delta) 0.1800
line fit: slope 0.3035, intercept -0.6692 eV
  inferred D = 5.0735e+13 1/(eV cm^2)
  excess over true D = 7.351e+11 1/(eV cm^2)
  eps_s/(e^2 W) at 4.8 eV = 7.320e+11 1/(eV cm^2)
  inferred phi_0 = 0.4180 eV
all tests passed
```
